# Mixed and pure estimators: which averages are free of trial-function error

A diffusion Monte Carlo run for a harmonic oscillator, with \(\hbar=m=\omega=1\), gives the energy \(0.49976\pm0.00032\) and the mean parity \(1.00053\pm0.00050\). The true ground-state values are \(0.5\) and \(1\). The same walkers give \(0.57312\pm0.00095\) for the mean of \(x^2\), whose true value is also \(0.5\). This excess of \(0.073\) is about 77 standard errors, so it is not noise. The run used a poor trial function, which spoils one average and leaves the other two intact.

## What the walkers average

Let \(H=-\tfrac12 d^2/dx^2+V(x)\), with normalized ground state \(\Phi\) and energy \(E_0\). Let \(\Psi\) be a positive, smooth trial function. All functions are real, operators \(A\) are real and Hermitian, and the integrals below are assumed to converge.

Imaginary-time evolution with a reference energy \(E_r\) is
\[
\partial_\tau\psi=\tfrac12\psi''-V\psi+E_r\psi .
\]
Importance sampling represents the product \(f=\Psi\psi\) by walkers. Define the drift \(v=\Psi'/\Psi\) and the local energy \(E_L=(H\Psi)/\Psi\). Since \(vf=\Psi'\psi\),
\[
\tfrac12f''-(vf)'
=\tfrac12(\Psi''\psi+2\Psi'\psi'+\Psi\psi'')-(\Psi''\psi+\Psi'\psi')
=\tfrac12\Psi\psi''-\tfrac12\Psi''\psi .
\]
Solve this for \(\tfrac12\Psi\psi''\) and insert it in \(\partial_\tau f=\Psi\,\partial_\tau\psi\). The remaining terms \(\tfrac12\Psi''\psi-V\Psi\psi\) equal \(-(H\Psi)\psi=-E_Lf\), so
\[
\partial_\tau f=\tfrac12f''-(vf)'-(E_L-E_r)f .
\]
The three terms are diffusion, drift and branching. At long times \(\psi\) becomes proportional to \(\Phi\), and the walker density becomes proportional to \(\Phi\Psi\). Averaging the local value \(A_L=(A\Psi)/\Psi\) over this density gives the mixed estimator
\[
A_{\rm mix}=\frac{\int \Phi\Psi\,\dfrac{A\Psi}{\Psi}\,dx}{\int\Phi\Psi\,dx}
=\frac{\langle\Phi|A|\Psi\rangle}{\langle\Phi|\Psi\rangle}.
\]
The quantity wanted is the pure value \(A_0=\langle\Phi|A|\Phi\rangle\).

The result to be derived has two parts. For \(H\), and for operators commuting with \(H\), \(A_{\rm mix}=A_0\) whatever the quality of \(\Psi\). For other operators the error is in general linear in the trial-function error. The words "in general" are needed, because some operators that do not commute with \(H\) also have no error.

In the example, \(V=x^2/2\), \(\Phi\propto e^{-x^2/2}\) and
\[
\Psi=e^{-\alpha(x-s)^2/2},\qquad \alpha=0.8,\quad s=0.3 .
\]
This trial function is too wide and is displaced, so it does not have the parity of \(\Phi\).

## First derivation: splitting the trial function

**The Hamiltonian.** Integrating by parts twice moves the derivatives from \(\Psi\) to \(\Phi\):
\[
\langle\Phi|H\Psi\rangle=\langle H\Phi|\Psi\rangle-\tfrac12\big[\Phi\Psi'-\Phi'\Psi\big]_{-\infty}^{\infty}.
\]
The bracket vanishes because the functions decay. With \(H\Phi=E_0\Phi\),
\[
H_{\rm mix}=\frac{E_0\langle\Phi|\Psi\rangle}{\langle\Phi|\Psi\rangle}=E_0 .
\]
Smoothness matters here. If the slope of \(\Psi\) jumps at \(x_0\), the integration must be done separately on each side. The boundary terms at \(x_0\) then leave \(\tfrac12\Phi(x_0)[\Psi'(x_0^+)-\Psi'(x_0^-)]\). An average of the local energy over the density \(\Phi\Psi\) that omits the delta function in \(\Psi''\) is wrong by this amount divided by \(\langle\Phi|\Psi\rangle\). Walkers miss the delta function in the branching as well, so their density also changes. The flux \(\tfrac12f'-vf=\tfrac12(\Psi\psi'-\Psi'\psi)\) is continuous at \(x_0\), so \(\psi'/\psi\) jumps as \(\Psi'/\Psi\) does. This is the matching condition for \(H+g\,\delta(x-x_0)\) with \(g=[\Psi'(x_0^+)-\Psi'(x_0^-)]/2\Psi(x_0)\), and the walkers return the ground energy of that modified Hamiltonian instead of \(E_0\).

The example shows how the cancellation works. From \(\Psi''/\Psi=\alpha^2(x-s)^2-\alpha\),
\[
E_L=\tfrac{\alpha}{2}-\tfrac{\alpha^2}{2}(x-s)^2+\tfrac{x^2}{2}
=0.18x^2+0.192x+0.3712 .
\]
The density \(\Phi\Psi\) is a Gaussian whose exponent is \(-\tfrac12[(1+\alpha)x^2-2\alpha sx]\) plus a constant. Its mean is \(\alpha s/(1+\alpha)=0.24/1.8=0.13333\) and its variance is \(1/(1+\alpha)=0.55556\). Hence
\[
\langle x^2\rangle_{\rm mix}=0.55556+0.13333^2=0.57333,
\]
\[
H_{\rm mix}=0.18(0.57333)+0.192(0.13333)+0.3712=0.5000 .
\]
The local energy varies from place to place and the density is not \(\Phi^2\), yet the average is \(E_0\).

**Commuting operators.** Let \([A,H]=0\) and let \(E_0\) be nondegenerate. Then
\[
H(A\Phi)=A(H\Phi)=E_0(A\Phi).
\]
So \(A\Phi\) lies in the ground level, which contains only multiples of \(\Phi\). Therefore \(A\Phi=a\Phi\) with a real number \(a\). Acting to the left, \(\langle\Phi|A|\Psi\rangle=a\langle\Phi|\Psi\rangle\), and \(A_{\rm mix}=a=A_0\).

Parity, \((\Pi\Psi)(x)=\Psi(-x)\), is such an operator here. Its mixed value is \(1\), although its expectation value in \(\Psi\) is \(0.9305\).

**Other operators.** Divide \(\Psi\) by its overlap with \(\Phi\), which must not be zero, and split off the component along \(\Phi\):
\[
\frac{\Psi}{\langle\Phi|\Psi\rangle}=\Phi+\varepsilon\chi,\qquad
\langle\Phi|\chi\rangle=0,\quad \langle\chi|\chi\rangle=1,\quad \varepsilon\ge0 .
\]
The number \(\varepsilon\) measures the trial-function error. Taking the norm of both sides gives \(\langle\Psi|\Psi\rangle/\langle\Phi|\Psi\rangle^2=1+\varepsilon^2\), so the normalized squared overlap is \(1/(1+\varepsilon^2)\). In the example it is \(0.9548\), and \(\varepsilon=0.2175\).

A common factor in \(\Psi\) cancels from \(A_{\rm mix}\), so \(\Phi+\varepsilon\chi\) may replace \(\Psi\). The denominator becomes \(\langle\Phi|\Phi+\varepsilon\chi\rangle=1\), and
\[
\boxed{A_{\rm mix}-A_0=\varepsilon\,\langle\Phi|A|\chi\rangle .}
\]
For a fixed direction \(\chi\) there are no higher powers of \(\varepsilon\), because \(\Psi\) enters the numerator once and the denominator is 1. For \(x^2\) the coefficient is \(0.3372\), and \(0.2175\times0.3372=0.0733\) is the excess seen in the simulation.

**How large the error can be.** Since \(\chi\) is orthogonal to \(\Phi\), subtracting \(A_0\) from \(A\) changes nothing in the coefficient:
\[
\langle\Phi|A|\chi\rangle=\langle(A-A_0)\Phi|\chi\rangle .
\]
The Cauchy–Schwarz inequality then gives
\[
|A_{\rm mix}-A_0|\le\varepsilon\,\sigma_A,\qquad
\sigma_A^2=\langle(A-A_0)\Phi|(A-A_0)\Phi\rangle .
\]
Here \(\sigma_A\) is the quantum spread of \(A\) in the ground state. If \(\sigma_A\neq0\), the function \(\chi=(A-A_0)\Phi/\sigma_A\) is normalized and orthogonal to \(\Phi\), and it reaches the bound. The trial function \(\Phi+\varepsilon\chi\) so built need not be positive, but some positive one also has an error. If \(\langle(A-A_0)\Phi|\Psi\rangle\) vanished for all positive smooth \(\Psi\), it would vanish for their differences. These approximate \((A-A_0)\Phi\) itself, so \(\sigma_A\) would be zero. For a fixed \(\Phi\), as in a nondegenerate ground level, the mixed estimator is therefore free of error for every trial function if and only if \(\sigma_A=0\), which means \(A\Phi=A_0\Phi\). For \(x^2\) the bound is \(0.154\), about twice the actual error.

Commuting with \(H\) is sufficient for this condition in a nondegenerate level, but it is not necessary. Take \(G=a^\dagger xa\), where \(a=(x+d/dx)/\sqrt2\) is the lowering operator. Because \(a\Phi=0\), also \(G\Phi=0\), and the mixed value of \(G\) is the correct value \(0\). Yet \(G\) does not commute with \(H\). On the first excited state \(|1\rangle\),
\[
G|1\rangle=a^\dagger x|0\rangle=\tfrac{1}{\sqrt2}\,a^\dagger|1\rangle=|2\rangle ,
\]
so \(HG|1\rangle=\tfrac52|2\rangle\) while \(GH|1\rangle=\tfrac32|2\rangle\).

**Comparison with the variational estimator.** The expectation value in \(\Psi\) contains the trial function twice. With \(\Delta=\langle\chi|A|\chi\rangle-A_0\),
\[
A_{\rm var}-A_0=\frac{A_0+2\varepsilon\langle\Phi|A|\chi\rangle+\varepsilon^2\langle\chi|A|\chi\rangle}{1+\varepsilon^2}-A_0
=\frac{2\varepsilon\langle\Phi|A|\chi\rangle+\varepsilon^2\Delta}{1+\varepsilon^2}.
\]
To first order this is twice the mixed error. The combination \(2A_{\rm mix}-A_{\rm var}\) removes the linear term:
\[
2A_{\rm mix}-A_{\rm var}-A_0
=\frac{2\varepsilon(1+\varepsilon^2)\langle\Phi|A|\chi\rangle-2\varepsilon\langle\Phi|A|\chi\rangle-\varepsilon^2\Delta}{1+\varepsilon^2}
=\frac{2\varepsilon^3\langle\Phi|A|\chi\rangle-\varepsilon^2\Delta}{1+\varepsilon^2}.
\]
Keeping \(\chi\) fixed and halving \(\varepsilon\) gives these errors of \(\langle x^2\rangle\), each the estimate minus the pure value \(0.5\):

| \(\varepsilon\) | mixed | variational | extrapolated |
|---|---|---|---|
| 0.2175 | 0.0733 | 0.2150 | −0.0683 |
| 0.1087 | 0.0367 | 0.0919 | −0.0185 |
| 0.0544 | 0.0183 | 0.0415 | −0.0048 |

The mixed error halves each time. The extrapolated error falls by a factor that approaches four. At the original \(\varepsilon\) extrapolation gains almost nothing, since \(\Delta=1.66\) is large enough for the quadratic term to rival the linear one. For operators whose mixed value is already correct, the extrapolated error equals \(A_0-A_{\rm var}\), so extrapolation does harm whenever the variational value is wrong. Here it gives an energy of \(0.4425\) and a mean parity of \(1.069\), which is above the largest eigenvalue of parity.

## Second derivation: imaginary time and the spectrum

Now let \(H\) have a complete orthonormal set of real eigenstates \(|n\rangle\) with energies \(E_n\), and a gap above the ground level. The ground level may be degenerate. Start the evolution from \(\Psi\) itself. After a time \(\tau\) the mixed average is
\[
A_{\rm mix}(\tau)=\frac{\langle\Psi|e^{-\tau H}A|\Psi\rangle}{\langle\Psi|e^{-\tau H}|\Psi\rangle},
\]
where the reference energy has cancelled.

**Commuting operators at finite time.** If \([A,H]=0\), half of the evolution can be moved through \(A\):
\[
e^{-\tau H}A=e^{-\tau H/2}\,A\,e^{-\tau H/2}.
\]
With \(\Psi_{\tau/2}=e^{-\tau H/2}\Psi\),
\[
A_{\rm mix}(\tau)=\frac{\langle\Psi_{\tau/2}|A|\Psi_{\tau/2}\rangle}{\langle\Psi_{\tau/2}|\Psi_{\tau/2}\rangle}.
\]
The mixed average is then an ordinary expectation value, in a state evolved for half the time. For \(A=H\) it lies at or above \(E_0\) at every \(\tau\), by the variational principle. As \(\tau\to\infty\) the excited components die out relative to the ground level, and the average tends to the pure value in the projected state.

**All operators at long time.** Let \(P_0\) project onto the ground level, and let \(|0\rangle\) be the normalized form of \(P_0\Psi\), assumed nonzero. Any other ground-level basis state \(|0'\rangle\) is chosen orthogonal to \(|0\rangle\). Then \(\langle0'|\Psi\rangle=\langle0'|P_0\Psi\rangle=0\), so these states do not appear in \(\Psi\). Writing \(c_n=\langle n|\Psi\rangle\),
\[
\Psi=c_0|0\rangle+\sum_{E_n>E_0}c_n|n\rangle .
\]
In \(\langle\Psi|e^{-\tau H}\) the excited terms are smaller than the ground term by factors \(e^{-\tau(E_n-E_0)}\). In the limit \(\langle0|\) remains on the left, and
\[
A_{\rm mix}=\frac{\langle0|A|\Psi\rangle}{c_0}
=\langle0|A|0\rangle+\sum_{E_n>E_0}\frac{c_n}{c_0}\langle0|A|n\rangle .
\]
The matrix elements are tied to the commutator, since \(H\) acts to the right on \(|n\rangle\) and to the left on \(\langle0|\):
\[
\langle0|[A,H]|n\rangle=\langle0|AH|n\rangle-\langle0|HA|n\rangle=(E_n-E_0)\langle0|A|n\rangle .
\]
The energy difference is not zero, so it can be divided out:
\[
\boxed{A_{\rm mix}-A_0=\sum_{E_n>E_0}\frac{c_n}{c_0}\,\frac{\langle0|[A,H]|n\rangle}{E_n-E_0}.}
\]
If \(A\) is \(H\) or commutes with \(H\), every term vanishes. Otherwise the error is a linear combination of the admixtures \(c_n/c_0\), whose coefficients may still all vanish, as they do for \(G\). This agrees with the first derivation, because \(\varepsilon\chi=\sum(c_n/c_0)|n\rangle\).

The sum also shows which admixtures matter. For the oscillator \(x=(a+a^\dagger)/\sqrt2\). Acting to the right, \(a\) lowers the state by one level, so \(\langle0|x|n\rangle\) differs from zero for \(n=1\) alone, where it is \(1/\sqrt2\). Among excited states, \(\langle0|x^2|n\rangle\) differs from zero for \(n=2\) alone, where it is \(\tfrac12\langle0|aa|2\rangle=\tfrac12\sqrt2=1/\sqrt2\). The admixtures are \(c_1/c_0=0.18856\) and \(c_2/c_0=0.10371\), so
\[
\langle x\rangle_{\rm mix}=\frac{0.18856}{\sqrt2}=0.1333,\qquad
\langle x^2\rangle_{\rm mix}-\tfrac12=\frac{0.10371}{\sqrt2}=0.0733 .
\]
An even trial function would have \(c_1=0\). The mixed value of \(x\) would then be correct, although \(x\) does not commute with \(H\).

**Recovering the pure value.** The same evolution shows how to repair the average of a function of position, \(A(x)\). Since \(\psi=f/\Psi\), one walker starting at \(y\) produces after time \(T\) the density \(\Psi(x)\langle x|e^{-T(H-E_r)}|y\rangle/\Psi(y)\). Integrating over \(x\) gives its mean number of descendants:
\[
W(y)=\frac{\langle\Psi|e^{-T(H-E_r)}|y\rangle}{\Psi(y)}
\;\longrightarrow\; e^{-T(E_0-E_r)}\,c_0\,\frac{\Phi(y)}{\Psi(y)} .
\]
Weighting the density \(\Phi\Psi\) by \(W\) produces \(\Phi^2\), up to a constant. In practice each walker carries its old value of \(A\), and its descendants inherit that value. With \(T=5/\omega\), the run that gave \(0.573\) for the mixed \(\langle x^2\rangle\) gives \(0.4989\pm0.0026\) for the pure one, consistent with \(0.5\).

## What each derivation assumes

Both boxed results need a nonzero overlap with the ground level and complete projection. The derivatives of the trial function are taken point by point, in the local energy and in the branching that makes the walker density \(\Phi\Psi\), so its second derivative must contain no delta function. In one dimension this excludes a jump in slope. A point cusp in three dimensions carries no delta function: for hydrogen in atomic units with \(\Psi=e^{-\alpha r}\), \(E_L=-\alpha^2/2+(\alpha-1)/r\), the density \(\Phi\Psi\) gives \(\langle1/r\rangle=(1+\alpha)/2\), and the mixed energy is exactly \(-\tfrac12\). Time-step and population errors lie outside both. So does an imposed approximate node: the projected state is then no longer the exact eigenstate. Within one nodal pocket it still satisfies \(H\psi=E\psi\) with its own energy \(E\), and it vanishes at the node as \(\Psi\) does, so the boundary term drops out and the mixed energy equals that fixed-node \(E\), not the exact eigenvalue.

The first derivation takes \(\Phi\) as given and uses little else. It needs no complete set of states and no gap, and it yields the bound \(\varepsilon\sigma_A\) and the condition \(A\Phi=A_0\Phi\). Its argument for commuting operators does require a nondegenerate ground level, since otherwise \(A\Phi\) may be a different state of that level. The necessity of \(A\Phi=A_0\Phi\) also rests on \(\Phi\) being fixed. In a degenerate level the projected state changes with \(\Psi\), and the error can vanish for every trial function although \(\sigma_A\neq0\).

The second derivation assumes a discrete spectrum with a gap and convergent expansions. In return it covers degeneracy. The projected state need not be an eigenstate of \(A\), but a commuting \(A\) does not connect it to the excited states that contaminate \(\Psi\). In a five-state model with a twofold ground level, a commuting operator has mixed and pure values both equal to \(0.5000\), while its variational value is \(0.6288\). The numerical check covers this case as well as the oscillator.

## Table of computed values

```
alpha = 0.80, shift = 0.30 (oscillator units)
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
operator: mixed, pure, variational, 2*mixed-variational, commutator norm
H: 0.50000, 0.50000, 0.55750, 0.44250, 0.0000
parity: 1.00000, 1.00000, 0.93053, 1.06947, 0.0000
x: 0.13333, 0.00000, 0.30000, -0.03333, 0.6325
x^2: 0.57333, 0.50000, 0.71500, 0.43167, 1.4642
G: 0.00000, 0.00000, 0.05475, -0.05475, 0.2759
Phi*Psi density: mean 0.13333, variance 0.55556
trial error eps = 0.21748
normalized squared overlap = 0.95484
c1/c0 = 0.18856, c2/c0 = 0.10371
x: sigma 0.70711, error bound eps*sigma 0.15378
x^2: sigma 0.70711, error bound eps*sigma 0.15378
x^2: <Phi|A|chi> = 0.33720, Delta = 1.65981
x^2 errors: eps, mixed, variational, extrapolated
0.21748, 0.073333, 0.215000, -0.068333
0.10874, 0.036667, 0.091873, -0.018539
0.05437, 0.018333, 0.041451, -0.004784
0.02718, 0.009167, 0.019545, -0.001212
0.01359, 0.004583, 0.009472, -0.000305
last halving: mixed ratio 2.0000, extrapolated ratio 3.9972
degenerate model: mixed 0.50000, pure 0.50000, variational 0.62882
local energy = 0.18*x**2 + 0.192*x + 0.3712
DMC: 4000 walkers, time step 0.05 1/omega, 60 blocks
descendant-counting time = 5.0 1/omega
DMC H mixed: 0.49976 +/- 0.00032, expected 0.50000
DMC parity mixed: 1.00053 +/- 0.00050, expected 1.00000
DMC x mixed: 0.13229 +/- 0.00106, expected 0.13333
DMC x^2 mixed: 0.57312 +/- 0.00095, expected 0.57333
DMC x^2 pure: 0.49890 +/- 0.00261, expected 0.50000
```
